One decay rate, two power laws in the SSH density matrix

Suppose that the density matrix of a gapped chain is known to fall off as exp(−hn) with cell distance n, and nothing more is known. Two uses of this knowledge then go wrong. The first is truncation. For hoppings of 1.5 and 1.0 eV the exponential alone is 3.0×10⁻⁴ at n = 20, whereas the matrix element between the two sublattices is 1.4×10⁻⁵ in size in one direction and 6.3×10⁻⁷ in the other. A cutoff placed at the same distance on both sides treats very different errors as equal. The second is the reading of a decay rate from data. Between n = 20 and n = 40 the elements of this chain give apparent rates of 0.423 and 0.457 per cell in the two directions, although the true rate is 0.405 in both. What is missing is the factor that multiplies the exponential. It consists of a constant and a power of n, and the power depends on the direction.

**The chain and the result**

Each cell m of the Su-Schrieffer-Heeger (SSH) chain holds two orthonormal orbitals, A_m and B_m. The Hamiltonian is

H = Σ_m [ v |A_m⟩⟨B_m| + w |A_{m+1}⟩⟨B_m| ] + h.c.,

with v, w > 0 and v ≠ w. The chain is infinite, the electrons do not interact, both sublattices have the same site energy (zero), and the lower band is full and the upper one empty, for one spin channel at zero temperature. Let P be the projector on the lower band. The intersublattice density matrix is

ρ(d) = ⟨A_0|P|B_d⟩,

where positive d means that B lies to the right. Take v > w first, and define

r = w/v < 1, h = ln(v/w), so that rⁿ = e^{−hn}.

The result, for n → ∞, is

ρ(+n) ≈ −(1/2) (−1)ⁿ e^{−hn} √(1−r²) / √(πn), (1)

ρ(−n) ≈ +(1/4) (−1)ⁿ e^{−hn} / [ √(π(1−r²)) n^{3/2} ]. (2)

The alternating sign belongs to the law, since the gap of this chain sits at the zone boundary.

**From the Hamiltonian to a function with branch points**

For a ring of M cells, later taken to infinity, define |k,A⟩ = M^{−1/2} Σ_m e^{ikm} |A_m⟩, and |k,B⟩ in the same way. The v term contributes v to ⟨k,A|H|k,B⟩. The w term contributes w e^{−ik(m+1)} e^{ikm} = w e^{−ik} from each cell. Hence

q(k) = ⟨k,A|H|k,B⟩ = v + w e^{−ik}.

The 2×2 matrix H(k) has zero diagonal and off-diagonal elements q and q*, so H(k)² = |q|² times the unit matrix. Its eigenvalues are ±|q|, and the projector on the lower one is

P(k) = (1/2) [ 1 − H(k)/|q| ].

Its diagonal elements are 1/2 at every k. Within one sublattice the density matrix is therefore 1/2 on the site itself and zero elsewhere. All the spatial decay sits in the off-diagonal element, P_AB(k) = −q/(2|q|). Undoing the Bloch sums, with A in cell 0 and B in cell d, gives

ρ(d) = ∫_{−π}^{π} (dk/2π) e^{−ikd} P_AB(k) = −c_d/2,

c_d = ∫_{−π}^{π} (dk/2π) e^{−ikd} q/|q|.

Put z = e^{ik}. On the unit circle q = v + w/z and q* = v + wz. Since v > w, both have positive real parts, so principal square roots may be taken separately, and q/|q| = √q/√q*. Dividing both by √v,

f(z) = q/|q| = (1 + r/z)^{1/2} (1 + rz)^{−1/2}, (3)

and c_d is the coefficient of z^d in the Laurent series of f on the unit circle.

The first factor has a square-root zero at z = −r, inside the circle. The second has an inverse square root at z = −1/r, outside it. These are the points where q and q*, continued to complex k, vanish. There ln|z| = ∓h, so they lie at equal distances on either side of the real k axis. This is why the two directions share one rate, while the different exponents +1/2 and −1/2 will give different powers of n.

The rate can also be written through the gap. On the real axis |q| is smallest at k = π, which gives E_g = 2|v−w|. From the definition of h,

2 sinh(h/2) = √(v/w) − √(w/v) = (v−w)/√(vw) = E_g/(2√(vw)),

h = 2 arcsinh[ E_g/(4√(vw)) ].

**First derivation: integrals along the cuts**

The coefficient is a contour integral taken counterclockwise on the unit circle,

c_n = ∮ (dz/2πi) z^{−n−1} f(z).

For n ≥ 0 push the contour outward. With principal roots, the only cut outside the circle is z = −x with x > 1/r. On a large circle of radius R the integrand behaves as R^{−n−3/2} and the path length as R, so the arc contributes R^{−n−1/2} → 0. A small circle around the branch point also contributes nothing, because an inverse square root is integrable. What remains is a path that comes in along the upper edge of the cut and goes out along the lower edge.

On the upper edge 1 + rz = −(rx−1) + i0, whose root is +i√(rx−1), and its inverse is −i/√(rx−1). On the lower edge the inverse root is +i/√(rx−1). With dz = −dx, define

G(x) = (−1)^{n+1} x^{−n−1} √(1−r/x) / √(rx−1).

The upper edge runs from x = ∞ to 1/r and gives −i∫G dx, with the integral now written from 1/r to ∞. The lower edge runs the other way with the other sign of the root, and also gives −i∫G dx. The sum is −2i∫G dx, and division by 2πi gives

c_n = [(−1)ⁿ/π] ∫_{1/r}^{∞} dx x^{−n−1} √(1−r/x) / √(rx−1).

Now set x = e^t/r. Then x^{−n−1}dx = rⁿ e^{−nt} dt, rx−1 = e^t−1 and r/x = r²e^{−t}, so that for n ≥ 0

c_n = [(−r)ⁿ/π] ∫_0^∞ dt e^{−nt} √[ (1−r²e^{−t}) / (e^t−1) ]. (4)

For the other direction substitute u = 1/z, which is k → −k in the Fourier integral. Then c_{−n} is the coefficient of uⁿ in (1+ru)^{1/2}(1+r/u)^{−1/2}. The cut is in the same place, but the root is now in the numerator: +i√(rx−1) on the upper edge and −i√(rx−1) on the lower. This reverses the overall sign. The arc scales as R^{−n+1/2} and vanishes for n ≥ 1. The result is

c_{−n} = −[(−r)ⁿ/π] ∫_0^∞ dt e^{−nt} √[ (e^t−1) / (1−r²e^{−t}) ]. (5)

Equations (4) and (5) hold at finite n. The roots in them are reciprocals of each other, and both integrands are positive, so the signs in (1) and (2) are correct at every n ≥ 1 and not just far away.

For large n the factor e^{−nt} confines the integral to t of order 1/n; the part beyond any fixed t₀ > 0 is smaller by e^{−nt₀} up to powers of n. Watson's lemma then allows the rest of the integrand to be expanded at t = 0. With X = r²/(1−r²),

1 − r²e^{−t} = (1−r²)(1 + Xt + …), e^t − 1 = t(1 + t/2 + …),

√[ (1−r²e^{−t}) / (e^t−1) ] = √(1−r²) t^{−1/2} (1 + gt + …), g = X/2 − 1/4.

The integrals needed are ∫_0^∞ e^{−nt} t^{s−1} dt = Γ(s)/n^s, with Γ(1/2) = √π, Γ(3/2) = √π/2 and Γ(5/2) = 3√π/4. Equation (4) becomes

c_n ≈ (−r)ⁿ √(1−r²)/√(πn) × [1 + g/(2n)].

In (5) the reciprocal root is t^{1/2}(1 − gt + …)/√(1−r²), so

c_{−n} ≈ −(−r)ⁿ / [2√π √(1−r²) n^{3/2}] × [1 − 3g/(2n)].

Multiplication by −1/2 gives (1) and (2). The corrections relative to the leading laws are

right: (X/4 − 1/8)/n, left: (3/8 − 3X/4)/n. (6)

For a small gap X ≈ 1/(2h), so the corrections are small when nh ≫ 1. The distance must be large compared with the decay length, not merely with one cell.

**Second derivation: products of binomial series**

The same coefficients follow from real sums, without a contour. For |y| < 1 write

(1−y)^{−1/2} = Σ_m a_m y^m, a_m = (2m)!/(4^m m!²),

(1−y)^{1/2} = Σ_m b_m y^m.

Since (1−y)^{1/2} = (1−y)(1−y)^{−1/2}, b_m = a_m − a_{m−1} for m ≥ 1. The factorials give a_{m−1} = a_m 2m/(2m−1), and therefore

b_m = −a_m/(2m−1), with b_0 = 1.

Insert y = −rz in the series for a and y = −r/z in the series for b. Both converge absolutely on the unit circle because r < 1, so (3) may be multiplied out term by term. The power zⁿ arises from z^{n+j} in one series and z^{−j} in the other, with the factor (−r)^{n+j}(−r)^j = (−r)ⁿ r^{2j}. Hence

c_n = (−r)ⁿ Σ_{j≥0} a_{n+j} b_j r^{2j}, (7)

c_{−n} = (−r)ⁿ Σ_{j≥0} b_{n+j} a_j r^{2j}. (8)

Stirling's formula, m! ≈ √(2πm)(m/e)^m [1 + 1/(12m)], gives the far coefficients. The powers of m/e and of 2 cancel in a_m, leaving √(4πm)/(2πm) = 1/√(πm). The bracket is 1 + 1/(24m) − 2/(12m) = 1 − 1/(8m). Thus

a_n ≈ (πn)^{−1/2} [1 − 1/(8n)],

b_n ≈ −[1/(2√π)] n^{−3/2} [1 + 3/(8n)],

where the second line uses 1/(2n−1) ≈ [1 + 1/(2n)]/(2n). These are the two powers. They come from the singularities of (1−y)^{∓1/2} at y = 1, which are the branch points of f.

It remains to sum over j. The ratio a_{n+j}/a_n tends to 1 at fixed j and never exceeds 1, because a_m decreases with m. The sum Σ|b_j|r^{2j} converges, so the limit may be taken inside (7) by dominated convergence:

Σ_j a_{n+j} b_j r^{2j} → a_n Σ_j b_j r^{2j} = a_n √(1−r²).

In the same way b_{n+j}/b_n lies between 0 and 1 and tends to 1, so the sum in (8) tends to b_n Σ_j a_j r^{2j} = b_n/√(1−r²). With ρ = −c/2 these are again (1) and (2). The factor √(1−r²) or its inverse is the value of the regular factor of f at the other factor's branch point.

The next order agrees as well. At fixed j, a_{n+j}/a_n ≈ 1 − j/(2n) and b_{n+j}/b_n ≈ 1 − 3j/(2n). Differentiating the two binomial series gives

Σ_j j b_j r^{2j} = −r²/[2√(1−r²)], Σ_j j a_j r^{2j} = r²/[2(1−r²)^{3/2}].

Relative to the leading sums, the changes are +X/(4n) and −3X/(4n). Adding −1/(8n) and +3/(8n) from a_n and b_n reproduces (6).

The series also give bounds for every n ≥ 1. In (7) b_0 = 1 and all later b_j are negative, so the sum is at most a_n. Replacing a_{n+j} by the larger a_n in the negative terms makes it at least a_n√(1−r²). In (8) all terms have one sign, and the same reasoning applies:

a_n √(1−r²) ≤ |c_n| e^{hn} ≤ a_n,

|b_n| ≤ |c_{−n}| e^{hn} ≤ |b_n|/√(1−r²).

**What each derivation assumes**

Both need a gap, equal site energies and zero temperature, since (3) rests on them. Beyond that they differ.

The exact integrals (4) and (5) assume that f can be continued into the whole cut plane and that the distant arcs vanish. The leading law needs less: a continuation slightly beyond the nearest singularity, the position and type of that singularity, and the value of the regular factor there. It can therefore be carried over when f changes its form, as in the staggered and thermal cases below.

The series argument assumes that f is a product of two factors with known, absolutely convergent expansions, one in z and one in 1/z. It needs no continuation beyond the region of convergence, and the steady decrease of the coefficients supplies the bounds. When no such factorization is at hand, it has no starting point. The staggered case below still has one, because E² there is a constant times (1 + e^{−h'}z)(1 + e^{−h'}/z).

**Which direction is slow**

For w > v let s = v/w and take w/z out of q and wz out of q*. This gives

f_{v,w}(z) = z^{−1} (1+sz)^{1/2} (1+s/z)^{−1/2} = z^{−1} f_{w,v}(1/z).

Comparing coefficients of z^d,

ρ_{v,w}(d) = ρ_{w,v}(−1−d), h = |ln(v/w)|.

The slow direction is now to the left. In both phases it is the side on which A_0 has its stronger bond: v leads to B_0 and the right, w to B_{−1} and the left. The shift by one cell changes the labels but not the powers.

**Numbers for a model chain**

Take v = 1.5 eV, w = 1.0 eV and a cell length of 2.5 Å. These are round model parameters and stand for no particular material. Then r = 0.6667 and

h = ln 1.5 = 0.4055 per cell.

The decay length is 2.5/0.4055 = 6.17 Å, or 11.65 bohr. The gap is 2(1.5 − 1.0) = 1.0 eV.

At n = 20, e^{−hn} = 3.007×10⁻⁴ and 1−r² = 0.5556. Equations (1) and (2) give

ρ(+20) ≈ −0.5 × 3.007×10⁻⁴ × √(0.5556/62.83) = −1.414×10⁻⁵,

ρ(−20) ≈ 0.25 × 3.007×10⁻⁴ / (1.321 × 89.44) = 6.363×10⁻⁷.

Direct zone integration gives −1.418×10⁻⁵ and 6.311×10⁻⁷. Relative to the leading laws, these values differ by +0.3% and −0.8%.

Dividing (1) by (2) gives the asymmetry |ρ(n)/ρ(−n)| ≈ 2n(1−r²), which is 22.2 at n = 20; the computed elements give 22.5. At n = 1 alone the order is reversed: |ρ(−1)| = 0.178 exceeds |ρ(+1)| = 0.136. The element ρ(−1) lies on the w bond, while A_0 and B_1 are not directly coupled. The names slow and fast describe the decay, not the size at the first step.

The 1/n terms do not help at short distance: in this chain they improve on the leading law only from n = 6 on the right and from n = 11 on the left. Here X = 0.8, so they are +0.075/n and −0.225/n. On the left at n = 5 the computed element differs from the leading law by 0.6% of that law, and from the corrected law by 4% of the corrected value. On the same side and by the same measure, the differences left after correction are 1.2%, 0.3% and 0.09% at n = 10, 20 and 40. They fall by nearly four at each doubling, as a neglected term in 1/n² would.

The rate and the power can also be found without assuming either. If log|ρ| = C − hn − p log n, the elements at n = 50, 100 and 200 determine all three constants. This test gives p = 0.501 on the right and 1.496 on the left, with rates that agree with h to within 2×10⁻⁵ per cell. With v and w exchanged the powers are 1.46 on the right and 0.51 on the left. The larger deviations come mainly from the one-cell shift: (n+1)^{−3/2} is not yet a pure power of n.

The apparent rates quoted at the start follow from the same form. Between n and 2n a purely exponential fit returns h + p ln2/n. For n = 20 this is 0.423 with p = 1/2 and 0.457 with p = 3/2. Converted through the formula for h at known √(vw), they would suggest gaps of 1.04 and 1.13 eV instead of 1.00 eV.

**Where the law ends**

Closing the gap. As r → 1, the root in (4) becomes e^{−t/2} and that in (5) becomes e^{t/2}. The integrals are then 1/(n+1/2) and 1/(n−1/2), and both directions are contained in

ρ(d) = −(−1)^d / [2π(d + 1/2)].

The exponential is gone and both sides decay as 1/n. In a chain with a small gap this formula applies for n ≪ 1/h. Its error grows with nh and vanishes only slowly as nh → 0. For v/w = 1.01, where 1/h is about 100 cells, the elements differ in size from this formula by +12% on the right and −10% on the left at n = 3, and already by +23% and −25% at n = 10. The two separate powers appear for n ≫ 1/h.

Unequal site energies. Put +Δ on A and −Δ on B. Then P_AB = −q/(2E) with E² = |q|² + Δ², which continues to

E² = v² + w² + Δ² + vw(z + 1/z).

Its zeros are at z = −e^{±h'}, where cosh h' = (v²+w²+Δ²)/(2vw). There (v+w/z)(v+wz) = −Δ², so q does not vanish. Both branch points are now inverse square roots, and both directions have n^{−1/2}. For Δ = 1.0 eV, with v and w unchanged, the fitted powers are 0.500 and 0.524, and h' = 0.884 per cell. The power 3/2 thus depends on the equality of the site energies, not on the gap alone. For small Δ the new n^{−1/2} term on the fast side has an amplitude proportional to q = −Δ²/(v − we^{−h'}), so it takes over only at large distance.

Finite temperature. With the chemical potential at midgap, P_AB becomes −q tanh(E/2kT)/(2E), where E = |q| again. Because tanh(E/2kT)/E is even in E, it depends on E² without a branch point. It has poles at E² = −[(2j+1)πkT]², j = 0, 1, 2, …, and the nearest one gives

cosh κ = [v² + w² + (πkT)²]/(2vw), κ > h.

The final decay is a pure exponential on both sides. At kT = 0.2 eV both fitted rates equal κ = 0.644 per cell. At 300 K κ is 0.4107 per cell, and the change of law occurs at distances of order 1/(κ−h) ≈ 191 cells. At n = 20 the thermal changes relative to zero temperature are below 3×10⁻⁵ in size. At n = 200 they are −20% on the right and +69% on the left.

The increase on the left is compatible with the faster final decay. Once one pole dominates, the ratio to the zero-temperature element varies as n^{3/2}e^{−(κ−h)n}. This grows up to n = 1.5/(κ−h), about 286 cells, and falls beyond.

Computed results

```
hopping v = 1.50 eV, hopping w = 1.00 eV
cell length = 2.50 angstrom
ratio r = w/v = 0.666667
gap from diagonalization = 1.000000 eV
decay rate h = 0.405465 per cell
decay length = 6.1658 angstrom = 11.6516 bohr
largest ring-minus-cut difference = 5.0e-16
rho(0) = -0.438664
d, rho(d), leading law, rho/leading, rho/(leading with 1/n term)
+1  1.35640e-01  1.40174e-01  0.96765  0.90014
+5  1.24647e-02  1.23828e-02  1.00662  0.99174
+10  -1.15895e-03  -1.15304e-03  1.00512  0.99764
+20  -1.41830e-05  -1.41390e-05  1.00311  0.99936
+40  -3.01176e-09  -3.00662e-09  1.00171  0.99983
-1  -1.77967e-01  -1.26157e-01  1.41068  1.82024
-5  -2.21443e-03  -2.22890e-03  0.99351  1.04033
-10  1.02622e-04  1.03774e-04  0.98890  1.01166
-20  6.31125e-07  6.36255e-07  0.99194  1.00322
-40  6.73260e-11  6.76489e-11  0.99523  1.00086
fits below use n = 50, 100, 200
right: rate 0.405459 per cell, power 0.5014
left:  rate 0.405482 per cell, power 1.4961
1/n coefficient right: formula 0.0750, at n=200 0.0736
1/n coefficient left: formula -0.2250, at n=200 -0.2178
v and w exchanged: power right 1.4644, left 0.5125
staggered energy = 1.00 eV, rate 0.883822 per cell
staggered: power right 0.5002, left 0.5244
hot test kT = 0.20 eV, pole rate 0.644425 per cell
hot test: fitted rate right 0.644425, left 0.644425 per cell
temperature = 300 K, kT = 0.025852 eV
pole rate at this temperature = 0.410706 per cell
crossover 1/(kappa-h) = 190.8 cells
relative thermal change of rho at this temperature:
n=20: right -2.48e-06, left 2.80e-05
n=100: right -2.20e-02, left 1.61e-01
n=200: right -1.95e-01, left 6.92e-01
```
